\section*{Counting the copper-film subbands that allow perturbative surface-roughness scattering}

\section{What a shifted wall can do}

Let an electron wave with wavevector $k$ normal to a hard wall be reflected by it. If the whole wall is displaced by a distance $h$, the physics of the reflection cannot change, because empty space has no preferred origin. Only the path length changes: the wave travels an extra $h$ on the way in and an extra $h$ on the way out. The reflected wave therefore gains the phase
\begin{equation}
\phi = 2kh .
\end{equation}
A rough wall has different displacements at different places, with mean zero and root-mean-square (rms) value $\sigma$. If the heights vary slowly along the wall, the one dimensionless number that measures the roughness is
\begin{equation}
x = 2k\sigma .
\end{equation}
If positive and negative heights are equally likely, reversing all the heights cannot change the average flux lost from the mirror-like (specular) beam. Its expansion in the size of the heights therefore has only even powers, and it starts as $x^2$. Perturbation theory usually keeps only this lowest order, and the natural limit of that step is $x\approx 1$.

In a film of thickness $d$, standing waves have normal wavevectors spaced by $\pi/d$, and they are filled up to the Fermi wavevector $k_F$. The criterion $x<1$ admits those with $k<1/(2\sigma)$. The admitted fraction is therefore about
\begin{equation}
\frac{1/(2\sigma)}{k_F}=\frac{1}{2k_F\sigma},
\end{equation}
and the thickness has dropped out. For copper, with $k_F=13.585\ \mathrm{nm^{-1}}$ (obtained below) and $\sigma=0.20$ nm, this is $1/5.43=0.18$. Less than a fifth of the subbands pass. What follows makes the count definite and finds what passing the criterion is worth.

\section{The subbands of the film}

The algebra uses atomic units, $\hbar=m=e=1$; lengths in the example are in nm and energies in eV. The electrons are free between hard walls at $z=0$ and $z=d$. A standing wave must vanish at both, so
\begin{equation}
\psi_n(z)=\sqrt{\frac{2}{d}}\,\sin k_nz,\qquad k_n=\frac{n\pi}{d},\qquad E_n=\frac{k_n^2}{2},
\end{equation}
with $n=1,2,\dots$ Motion along the film, with wavevector $\mathbf q$, adds $q^2/2$ to the energy. Subband $n$ is occupied at zero temperature if $k_n<k_F$.

The bulk density $n_e$ fixes $k_F$. A sphere of radius $k_F$ holds two spin states per volume $(2\pi)^3$ of wavevector space:
\begin{equation}
n_e=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}
\quad\Rightarrow\quad k_F=(3\pi^2n_e)^{1/3}.
\end{equation}
Copper has four atoms in a cubic cell of edge $0.3615$ nm, and each gives one conduction electron. Hence $n_e=4/0.3615^3=84.67\ \mathrm{nm^{-3}}$, $k_F=13.585\ \mathrm{nm^{-1}}$, and the Fermi energy is $7.03$ eV. For $d=10$ nm,
\begin{equation}
\frac{k_Fd}{\pi}=43.24 ,
\end{equation}
so 43 subbands are occupied.

\section{Reflection from slowly varying heights}

Put the mean wall position at $z=0$ for the moment, and let the local wall stand at $z=h$. If the wall is nearly flat over the region that matters, the wave near it is $e^{ikz}+re^{-ikz}$. It must vanish at $z=h$, which gives
\begin{equation}
r=-e^{2ikh}.
\end{equation}
This is the phase of the opening argument. The specular beam is the part of the reflected wave that keeps its wavevector along the wall, so its amplitude is the average of $r$ over the wall. For Gaussian heights,
\begin{align}
\langle r\rangle&=-\int_{-\infty}^{\infty}\frac{dh}{\sqrt{2\pi}\,\sigma}
\exp\left(-\frac{h^2}{2\sigma^2}+2ikh\right)\\
&=-e^{-2k^2\sigma^2}\int_{-\infty}^{\infty}\frac{dh}{\sqrt{2\pi}\,\sigma}
\exp\left(-\frac{(h-2ik\sigma^2)^2}{2\sigma^2}\right)
=-e^{-x^2/2}.
\end{align}
The second line completes the square: expanding $(h-2ik\sigma^2)^2/(2\sigma^2)$ gives $h^2/(2\sigma^2)-2ikh-2k^2\sigma^2$. The remaining Gaussian integral is one. The specular fraction of the flux is $|\langle r\rangle|^2$. Since a hard wall absorbs nothing, the rest is scattered into other directions:
\begin{equation}
\text{loss}=1-e^{-x^2}=x^2-\tfrac12x^4+\dots
\label{loss}
\end{equation}
The lowest order is $x^2$, as symmetry required. At $x=1$ it predicts that the whole beam is lost, whereas the full expression gives $1-e^{-1}=0.63$. Beyond $x=1$ the lowest order removes more flux than arrives. This is what the threshold means.

The average can be compared with a direct solution of the wave equation. For 400 random Gaussian walls, corrugated in one direction with a correlation length of 5 nm, the reflected field was expanded in plane waves, and their amplitudes were fitted by least squares so that the total wave vanished on the wall. At normal incidence with $k=k_7$ the mean amplitude had magnitude $0.681$, against $e^{-x^2/2}=0.679$. With $k=k_{12}$ it was $0.300$, against $0.321$. The lowest-order amplitude $1-x^2/2$ would be $0.61$ in the first case and negative in the second.

\section{The count}

With $k_n=n\pi/d$, the criterion becomes
\begin{equation}
\frac{2\pi n\sigma}{d}<1\quad\Longleftrightarrow\quad n<\frac{d}{2\pi\sigma}
=\frac{10}{2\pi\times0.20}=7.96 .
\end{equation}
Seven subbands pass. The values near the threshold, with the losses for slowly varying heights, are:
\begin{center}
\begin{tabular}{ccccc}
$n$ & $k_n$ (nm$^{-1}$) & $x_n$ & $x_n^2$ & $1-e^{-x_n^2}$\\
1 & 0.314 & 0.126 & 0.016 & 0.016\\
3 & 0.942 & 0.377 & 0.142 & 0.132\\
4 & 1.257 & 0.503 & 0.253 & 0.223\\
7 & 2.199 & 0.880 & 0.774 & 0.539\\
8 & 2.513 & 1.005 & 1.011 & 0.636
\end{tabular}
\end{center}

Subband 8 fails by half a percent in $x$. The count is seven for $\sigma$ between $0.199$ and $0.227$ nm, and the chosen value lies almost at the lower edge. The result should be read as ``seven or eight''.

Passing the criterion does not guarantee accuracy. For subband 7 the lowest-order loss exceeds the full one by a factor $0.774/0.539=1.44$, an error of 44\% relative to the full loss. If we demand an excess below 10\%, we need $x^2/(1-e^{-x^2})<1.1$, whose numerical solution is $x<0.44$. Three subbands then remain. At the other end, subband 43 has $x=5.4$, and for Gaussian heights its specular beam is practically gone.

The low subbands carry more than their share of electrons. In subband $n$ the occupied states fill a circle of radius $q_n=\sqrt{k_F^2-k_n^2}$, so its density per unit area is
\begin{equation}
N_n=2\,\frac{\pi q_n^2}{(2\pi)^2}=\frac{k_F^2-k_n^2}{2\pi}.
\label{sheet}
\end{equation}
This is largest for small $n$. The lowest seven subbands are 16\% of the 43 but hold 24\% of the electrons. The number of ballistic channels across a strip of fixed width is proportional to the diameter $2q_n$ of the circle, and their share of these is 21\%. By either measure, most of the film lies outside the criterion.

\section{Heights that vary quickly along the wall}

So far the wall was locally flat. Electrons in the low subbands, however, move almost parallel to it, and a small change of $\mathbf q$ can then change the normal wavevector a great deal. To include this, let the heights have the correlation
\begin{equation}
\langle h(\mathbf r)h(0)\rangle=\sigma^2e^{-r^2/L^2},
\end{equation}
and treat one rough wall to lowest order in $h$.

\subsection{The matrix element}

Replace the hard wall at $z=d$ by a high step $V_0$. Outside, the wave decays as $e^{-\kappa(z-d)}$ with $\kappa=\sqrt{2V_0}$ when $V_0$ is much larger than the energy. Matching slopes gives $\psi(d)=-\psi'(d)/\kappa$. Moving the step outwards by $h$ removes the potential $V_0$ from a strip of width $h$. For $h$ much smaller than $1/\kappa$,
\begin{equation}
M_{n'n}=-V_0h\,\psi_{n'}(d)\psi_n(d)
=-\frac{V_0h}{2V_0}\,\psi_{n'}'(d)\psi_n'(d)
=-\frac h2\,\psi_{n'}'(d)\psi_n'(d).
\end{equation}
The height of the step has cancelled. The condition $h\ll1/\kappa$ cannot be kept as $V_0\to\infty$, so the argument only identifies the term linear in $h$; that term has a hard-wall limit, and the diagonal element below checks it. Since $\psi_n'(d)=\sqrt{2/d}\,k_n(-1)^n$,
\begin{equation}
|M_{n'n}|=\frac{k_nk_{n'}|h|}{d}.
\end{equation}
The diagonal element is $-k_n^2h/d$. This agrees with the derivative of $E_n=n^2\pi^2/(2d^2)$ with respect to $d$, which is $-n^2\pi^2/d^3=-k_n^2/d$.

\subsection{The loss per reflection}

The golden rule needs the roughness spectrum
\begin{equation}
w(\mathbf Q)=\int d^2r\,e^{-i\mathbf Q\cdot\mathbf r}e^{-r^2/L^2}
=\pi L^2e^{-Q^2L^2/4},\qquad \int\frac{d^2Q}{(2\pi)^2}\,w(\mathbf Q)=1 .
\end{equation}
The scattering rate at the Fermi energy is
\begin{equation}
\Gamma_n=2\pi\sum_{n'}\int\frac{d^2q'}{(2\pi)^2}
\left(\frac{k_nk_{n'}}{d}\right)^2\sigma^2w(\mathbf q'-\mathbf q)\,
\delta\left(\frac{k_F^2-q'^2-k_{n'}^2}{2}\right).
\end{equation}
When many final subbands contribute, $\sum_{n'}$ becomes $(d/\pi)\int_0^\infty dk'$. The delta function then sets $k'=\sqrt{k_F^2-q'^2}$ and contributes a factor $1/k'$, which leaves one power of $k'$:
\begin{equation}
\Gamma_n=\frac{2k_n^2\sigma^2}{d}\,\langle k'\rangle,\qquad
\langle k'\rangle=\int_{q'<k_F}\frac{d^2q'}{(2\pi)^2}\,w(\mathbf q'-\mathbf q)\sqrt{k_F^2-q'^2}.
\end{equation}
Final states with $q'>k_F$ do not propagate and count as zero. The electron's normal velocity is $k_n$, so it meets the rough wall once in a time $2d/k_n$. The loss in one reflection is the product,
\begin{equation}
\text{loss}=4k_n\sigma^2\langle k'\rangle .
\label{general}
\end{equation}
One factor $k_n$ in $x_n^2=4k_n^2\sigma^2$ has been replaced by the mean normal wavevector of the final states.

\subsection{Two limits}

Write $\mathbf q'=\mathbf q+\boldsymbol\delta$, with $\delta_x$ along $\mathbf q$. The spectrum makes each component of $\boldsymbol\delta$ Gaussian with variance $2/L^2$, and
\begin{equation}
k'^2=k_n^2-2q\delta_x-\delta^2 .
\label{kprime}
\end{equation}
For large $L$ the square root can be expanded to second order:
\begin{equation}
k'\simeq k_n-\frac{q\delta_x}{k_n}-\frac{\delta^2}{2k_n}-\frac{q^2\delta_x^2}{2k_n^3}.
\end{equation}
Averaging with $\langle\delta^2\rangle=4/L^2$ and $q^2=k_F^2-k_n^2$ gives
\begin{equation}
\langle k'\rangle\simeq k_n\left(1-\frac{k_F^2+k_n^2}{k_n^4L^2}\right).
\end{equation}
The simple criterion thus returns when $L\gg k_F/k_n^2$. This length is $13.585/2.199^2=2.8$ nm for subband 7 but $138$ nm for subband 1.

In the opposite limit, $k_n^2\ll k_F/L\ll k_F^2$, the term $-2q\delta_x$ in (\ref{kprime}) dominates and $q\simeq k_F$. Half of the transfers, those with $\delta_x<0$, lead to open channels. For a standard Gaussian variable $g$, the mean of $\sqrt g$ over $g>0$, with $g<0$ counted as zero, is $2^{1/4}\Gamma(3/4)/(2\sqrt\pi)=0.411$. With $|\delta_x|=\sqrt2\,|g|/L$,
\begin{equation}
\text{loss}\simeq4k_n\sigma^2\times0.411\sqrt{\frac{2\sqrt2\,k_F}{L}}
=2.77\,k_n\sigma^2\sqrt{\frac{k_F}{L}} .
\end{equation}
The loss is now linear in $k_n$. For $n=1$ and $L=2$ nm it is $0.09$, several times the value $0.016$ for a locally flat wall.

Numerical integration of (\ref{general}) gives:
\begin{center}
\begin{tabular}{ccccc}
$L$ (nm) & $n=1$ & $n=7$ & $n=8$ & subbands with loss $<1$\\
1 & 0.118 & 0.938 & 1.114 & 7\\
2 & 0.087 & 0.780 & 0.956 & 8\\
5 & 0.057 & 0.686 & 0.894 & 8\\
10 & 0.041 & 0.707 & 0.950 & 8
\end{tabular}
\end{center}
For $L$ from 1 to 10 nm the count hardly moves; for $L$ between $0.2$ and $0.5$ nm the same formula gives five or six. The count does not by itself show how accurate the lowest order is, because the final states matter too.

\subsection{The final states must pass too}

An outgoing wave with normal wavevector $k'$ carries a factor $e^{\pm ik'h}$ at the wall, and perturbation theory linearises this factor as well. It is therefore not enough that $2k_n\sigma$ is small; $k'\sigma$ must also be small for the important final states. This argument does not fix the numerical factor. We take $2k'\sigma<1$ by analogy with the first criterion, which is a strict choice. A typical transfer towards larger $k'$ has $\delta_x=-\sqrt2/L$, for which (\ref{kprime}) gives $k'^2\simeq k_n^2+2\sqrt2\,k_F/L$. Requiring $2k'\sigma<1$ yields
\begin{equation}
L>\frac{2\sqrt2\,k_F}{1/(4\sigma^2)-k_n^2}.
\end{equation}
Here $1/(4\sigma^2)=6.25\ \mathrm{nm^{-2}}$. For the lowest subbands the bound is $38.4/6.25\approx6$ nm. For subband 7 it is $38.4/(6.25-4.84)\approx27$ nm. All seven subbands meet this fuller criterion only if the roughness is smooth over some tens of nanometres. If $L$ is a few nanometres, none does. These lengths depend strongly on the chosen factor: with $(k_n+k')\sigma<1$ instead, the bound for subband 1 drops to about $1.8$ nm. Nor does the bound rank accuracy across subbands. For random Gaussian walls corrugated in one direction, the lowest order exceeds the solved loss by only about 14\% for subband 1 at $L=2$ nm, below its bound, but by about 40\% for subband 7 at $L=27$ nm, on its bound.

A sinusoidal wall of period $6.28$ nm and rms height $0.2$ nm shows the effect. The wave equation was solved as before, now at the film's own grazing angles. For subband 1 the solved loss is $0.089$ and the lowest-order loss is $0.129$, too large by 45\% although $x_1$ is only $0.126$. For subband 7 the values are $0.527$ and $0.974$. In the first case the open final state has $k'=5.1\ \mathrm{nm^{-1}}$, so $2k'\sigma\approx2$, and the failure is the expected one.

\section{Comparison with a real copper film}

The thickness of 10 nm and the roughness of 0.2 nm were chosen as an example of a thin, smooth film; they do not describe a particular measured sample. The correlation length depends on how the film was grown, and the last section shows that it should be known before perturbation theory is used. Several other idealisations can be sized.

\textit{Electron spill-out.} Hard walls at the film's edges push electrons away from them. Summing (\ref{sheet}) over $n\ge1$ gives the integral over $n$ from zero, less half the $n=0$ term, $k_F^2/(4\pi)$. Divided by $n_e=k_F^3/(3\pi^2)$, this deficit is a missing width $3\pi/(4k_F)=0.173$ nm. Real electrons spill out and make it up. Moving the hard walls apart by this amount changes the threshold to $10.173/(2\pi\times0.20)=8.10$, and the result becomes 8 of 43. The total is then on the verge of 44, since $k_F$ times the new width, divided by $\pi$, is 43.99; a finite step with a work function of 4.5 to 4.9 eV, placed so that the film is neutral, gives 8 of 44.

\textit{Crystal structure.} Copper's Fermi surface is not a sphere: it reaches the (111) faces of the Brillouin zone, at $15.05\ \mathrm{nm^{-1}}$, where the free-electron sphere stops at 90\% of that distance. In a film with (111) surfaces the total could thus rise from 43 to at most about 48, the number of atomic layers. The heights of such a surface also come in atomic steps of $0.209$ nm, about as large as $\sigma$, so they are not truly Gaussian. This matters most for the top subbands: for $n=43$ the phase $2k_nh$ of a single step is 5.6, close to $2\pi$, and reflections from neighbouring terraces nearly rejoin in phase. For stepped heights with the same rms value the loss at $n=43$ is about $0.3$ instead of 1, and subbands 40 to 43 lose less than the threshold value $0.63$. The Gaussian loss should not be trusted there.

\textit{Level widths.} With a bulk mean free path of roughly 40 nm, collisions broaden the levels by $\hbar v_F/(40\ \mathrm{nm})=0.026$ eV, where $v_F$ is the Fermi velocity; the thermal energy at 300 K is also $0.026$ eV. The spacing is $0.011$ eV between subbands 1 and 2 and $0.056$ eV between 7 and 8. The lowest subbands are therefore not resolved, and $n$ there labels a range of normal wavevectors. The loss per reflection depends on that wavevector and can still be defined. Between two hits on the same wall, however, an electron travels a distance $2dk_F/k_n$, which is 865 nm for subband 1 and 124 nm for subband 7. In these subbands bulk collisions usually come first. At the top, slow thickness variations shift $E_{43}$ by $2E_{43}\sigma/d=0.28$ eV, close to the spacing of $0.33$ eV, so the total of 43 is itself uncertain by about one.

Grain boundaries and the liner metals around a real wire are left out, and their effect is not estimated here. Within the free-electron model, about seven subbands of 43 satisfy $2k_n\sigma<1$. This is a rough guide to where the lowest order can be used, not a guarantee of accuracy: on the sinusoidal wall above, which puts all the roughness at one wavevector, the error was 45\% even for the lowest subband (about 14\% for random walls with $L=2$ nm), and for smooth roughness the errors still reach tens of percent near the threshold.

All numerical values are calculated from the stated model.
